Why small pores lose more low-k benefit to polar linings

**Q.** I have two porous low-k films with the same skeleton and the same porosity. After both have picked up a thin polar layer on their pore walls, the film with smaller pores has the higher permittivity. If the layer is equally thick in both, why should pore size matter?

**A.** Because the smaller pores have more wall for the same void volume. Take closed spherical pores of radius r that fill a fraction p of the film. One pore has area 4πr² and volume 4πr³/3, so its area per volume is 3/r. The wall area per film volume is therefore 3p/r. A layer of thickness t, much thinner than r, occupies about

3pt/r

of the film. Halving r at fixed p and t doubles this share.

I assume that the layer grows inward from the wall and replaces void. The porosity p counts everything inside the original wall, lining included.

**Q.** My pores are only about a nanometre in radius. Is "much thinner" good enough?

**A.** Not always, but the full volume is easy to find. The remaining void has radius r − t, so the lined share of each pore is

δ = 1 − (1 − t/r)³ = 3t/r − 3t²/r² + t³/r³,

and the layer's share of the film is f = pδ. The thin-layer expression keeps the first term. For t = 0.10 nm, r = 1 nm and p = 0.30 it gives 0.090, while the full expression gives 0.30 × (1 − 0.729) = 0.081. The simple law overstates the layer volume because the inner surface of the lining is smaller than the wall.

**Q.** A volume fraction is not yet a permittivity. How do I get from one to the other?

**A.** We need the electrostatic response of a lined pore. Let the skeleton have relative permittivity ε_m, the lining ε_s and the void 1. I treat all three as linear continua in a static field.

In a uniform applied field the potential in a layered sphere has the form Φ(s) cos θ, where s is the distance from the centre. Allow the lining, for the moment, a normal permittivity ε_n and a tangential one ε_t. The angular part of the Laplacian acting on cos θ gives −2 cos θ, so the absence of free charge requires

d/ds (s² ε_n Φ′) = 2ε_t Φ.

Define

y(s) = s ε_n Φ′/Φ.

The potential and the normal displacement are continuous at an interface, so y is continuous too. In a uniform sphere Φ is proportional to s, and y equals its permittivity. The surroundings respond to the sphere through the ratio of normal displacement to potential at its surface. A layered sphere with surface value y thus acts on them, in a uniform applied field, like a uniform sphere of permittivity y.

To see how y changes across a layer, write q = s²ε_nΦ′, so that y = q/(sΦ) and q′ = 2ε_tΦ. The product rule gives

s dy/ds = q′/Φ − q/(sΦ) − qΦ′/Φ².

The first term is 2ε_t and the second is −y. In the third, q/(sΦ) = y and sΦ′/Φ = y/ε_n. Hence

s dy/ds = 2ε_t − y − y²/ε_n.

**Q.** What does that say for an ordinary isotropic lining?

**A.** With ε_n = ε_t = ε the right side factorises:

s dy/ds = −(y − ε)(y + 2ε)/ε.

Now set u = (y − ε)/(y + 2ε). Since du/dy = 3ε/(y + 2ε)²,

s du/ds = −3(y − ε)/(y + 2ε) = −3u.

So u falls as 1/s³. Start at the inner surface of the lining, where y = 1, and call the value at the wall ε_p, the equivalent permittivity of the whole lined pore. The ratio of the cubed radii is (1 − t/r)³ = 1 − δ, so

(ε_p − ε_s)/(ε_p + 2ε_s) = (1 − δ)(1 − ε_s)/(1 + 2ε_s).

Solving for ε_p gives

ε_p = ε_s [3 + 2δ(ε_s − 1)]/[3ε_s − δ(ε_s − 1)].

Subtract 1. The terms 3ε_s in the numerator cancel, leaving

ε_p − 1 = δ(ε_s − 1)(2ε_s + 1)/[3ε_s − δ(ε_s − 1)].

It is useful to define the polar weight

g = (ε_s − 1)(2ε_s + 1)/(3ε_s),

so that

ε_p − 1 = gδ/[1 − δ(ε_s − 1)/(3ε_s)].

**Q.** Why is the weight g and not simply ε_s − 1?

**A.** Because the part of the lining that faces the field screens it. Go back to the equation for y and cross a thin layer, with y still close to 1 and ds/s = t/r:

ε_p − 1 ≈ (t/r)(2ε_t − 1 − 1/ε_n)
= (3t/r)[(2/3)(ε_t − 1) + (1/3)(1 − 1/ε_n)].

The bracket is g for a general lining. With ε_n = ε_t = ε_s it reduces to the earlier expression. Along the wall, the electric field is continuous and the polarisation is proportional to ε_t − 1. Across the wall, the displacement is continuous and the polarisation is proportional to 1 − 1/ε_n, which cannot exceed 1 however polar the layer is. Averaged over a sphere, two thirds of the squared field is tangential and one third normal. The tangential response therefore dominates for a strongly polar lining.

**Q.** Now put the pores into the film.

**A.** Surround each pore by a skeleton shell of outer radius R, with r³/R³ = p. Crossing this shell by the same 1/s³ rule gives the film permittivity ε:

(ε − ε_m)/(ε + 2ε_m) = p(ε_p − ε_m)/(ε_p + 2ε_m).

Such a coated sphere can be placed in a medium of permittivity ε without disturbing a uniform field outside it. This is the Maxwell Garnett result. It is exact for space filled by coated spheres of many sizes that are scaled copies of one another. For pores of one size it is an approximation.

Solve for ε and write x = ε_p − 1 and

K = 2ε_m + 1 + p(ε_m − 1),
N = 2ε_m + 1 − 2p(ε_m − 1).

Then

ε = ε_m [N + (1 + 2p)x]/[K + (1 − p)x].

An empty pore has x = 0, so the unlined film has ε_e = ε_m N/K. Since K − N = 3p(ε_m − 1), the benefit of the empty pores is

ε_m − ε_e = 3pε_m(ε_m − 1)/K.

The rise caused by the lining is

ε − ε_e = ε_m x[(1 + 2p)K − (1 − p)N]/{K[K + (1 − p)x]}.

In the square bracket, the terms with 2ε_m + 1 add to 3p(2ε_m + 1), and those with ε_m − 1 add to 3p(ε_m − 1). Their sum is 9pε_m. With F = 3ε_m/K, the rise Δε becomes

Δε = pF²x/[1 + (1 − p)x/K].

**Q.** Does F have a physical meaning?

**A.** It is the field in an empty pore divided by the mean field in the film. Let the pore field have size E_p. In the skeleton shell take Φ = As + B/s². Continuity of potential and of normal displacement at s = r gives

A + B/r³ = E_p,
ε_m(A − 2B/r³) = E_p.

Twice the first equation plus the second divided by ε_m gives A = E_p(2ε_m + 1)/(3ε_m), and then B/r³ = E_p(ε_m − 1)/(3ε_m). The mean field is

Φ(R)/R = A + pB/r³ = E_p K/(3ε_m),

so E_p divided by the mean field is indeed F. It exceeds 1 for ε_m > 1: the field is concentrated in the pores, where the lining sits. F enters squared because the permittivity measures stored energy.

**Q.** So what fraction of my low-k benefit is lost?

**A.** Insert x in terms of δ into Δε. Multiplying numerator and denominator by 1 − δ(ε_s − 1)/(3ε_s) gives

Δε = F²g f/(1 + cδ),
c = (1 − p)g/K − (ε_s − 1)/(3ε_s).

Divide by the benefit. Using f = pδ and F² = 9ε_m²/K², the lost fraction is

L = 3ε_m gδ/[(ε_m − 1)K(1 + cδ)].

When t ≪ r and |c|δ ≪ 1, this becomes

L ≈ (3t/r) · 3ε_m g/[(ε_m − 1)K].

The explicit factor p has cancelled: more pores bring more lining, but also more benefit to lose. What remains of p is its weak presence in K. The factor 1/r remains.

**Q.** Please use numbers that resemble a damp organosilicate film.

**A.** Take ε_m = 3.0, p = 0.30, t = 0.10 nm and ε_s = 6. These are rough model values. The lining stands for a partial water layer smeared evenly over a hydrophilic wall, and its permittivity is an assumption.

First, K = 7 + 0.30 × 2 = 7.6. The benefit of empty pores is 3 × 0.30 × 3 × 2/7.6 = 0.711, so the film falls from 3.00 to 2.29. The field factor is F = 9/7.6 = 1.184, with F² = 1.402. The polar weight is g = 5 × 13/18 = 3.61. The thin-layer law is then L ≈ 6.41 t/r.

With p, t, ε_m and ε_s held fixed, the full formula gives:

r (nm) | f | ε | benefit lost
0.50 | 0.146 | 3.01 | 102%
0.75 | 0.105 | 2.81 | 73%
1.00 | 0.081 | 2.70 | 57%
1.50 | 0.056 | 2.57 | 40%
2.00 | 0.043 | 2.50 | 30%
3.00 | 0.029 | 2.44 | 21%
5.00 | 0.018 | 2.38 | 13%

At r = 5 nm the thin-layer law gives 12.8%, against 12.5% from the full formula. At 1 nm it gives 64% against 57%, and at 0.5 nm it gives 128% against 102%. It keeps the trend but exaggerates the loss in the smallest pores.

**Q.** How do I know that the layer volume causes the trend, and not some change in the field as the pore shrinks?

**A.** Look at the rise per unit layer fraction, Δε/f = F²g/(1 + cδ). Here

c = 0.70 × 3.61/7.6 − 5/18 = 0.333 − 0.278 = 0.055.

The two terms of c nearly cancel. The first describes how a more polarisable pore draws in less field. The second comes from the lining's departure from its thin-layer response. As r falls from 5 to 0.5 nm, Δε/f changes from 5.05 to 4.93, about 2%, while f grows more than eightfold. In this example the trend is therefore almost entirely a trend in layer volume.

The value near 5 happens to lie close to ε_s − 1, which a simple volume average for the lining would give. That is a coincidence of these parameters: the field factor 1.40 offsets the screening factor g/(ε_s − 1) = 0.72.

There is also a useful counterexample. If t shrank in proportion to r, then δ would stay fixed, and so would L. A small pore has no special weakness in this continuum model. The size effect needs a thickness that does not scale with the pore.

**Q.** The table has a loss above 100%. Can a porous film really be worse than its solid skeleton?

**A.** In this model it can, if the lining is more polar than the skeleton. The benefit vanishes when the lined pore has the skeleton's permittivity, ε_p = ε_m. Put x = ε_m − 1 into the formula for ε_p − 1 and multiply out:

δ(ε_s − 1)(2ε_s + 1) = (ε_m − 1)[3ε_s − δ(ε_s − 1)].

Collecting the terms in δ gives the break-even share

δ* = 3ε_s(ε_m − 1)/[(ε_s − 1)(2ε_s + ε_m)].

This is below 1 when ε_s > ε_m > 1, since the denominator minus the numerator equals (ε_s − ε_m)(2ε_s + 1). The corresponding radius is

r* = t/[1 − (1 − δ*)^(1/3)].

For the example, δ* = 36/75 = 0.48 and r* = 0.51 nm. The porosity does not enter, because a pore that matches the skeleton is electrically invisible at any p. At such a radius, however, a smooth continuum lining is a crude picture. Even at r = 1 nm, a lining with the density of liquid water would hold only about 38 molecules, or 3 per nm² of wall.

**Q.** When does the 1/r law itself fail?

**A.** One failure is geometrical: t is no longer small compared with r. Another occurs even for a thin layer if it is extremely polar. For large ε_s, g grows as 2ε_s/3, and cδ can become large although δ is small. In the limit of very large (1 − p)x/K,

Δε → pF²K/(1 − p),

which contains neither t nor r. Each pore then behaves like a conducting sphere and excludes the field from its interior. Adding more lining has little further effect, so pore size ceases to matter. A thin water lining stays far from this limit, which is 4.57 for the example: even with the bulk value ε_s = 78 and t = 0.10 nm, the rise is 3.36, 2.68 and 1.01 at r = 0.5, 1 and 5 nm.

At the other end, a lining with ε_s = 1 has g = 0 and costs nothing, whatever its volume. As long as |c|δ ≪ 1, the layer fraction sets the size dependence, while F²g sets how much permittivity a given fraction adds.

**Q.** My pores have a distribution of sizes. Which radius should I use?

**A.** For thin linings, each portion of pore volume contributes in proportion to 3t/r. You should therefore average 1/r over pore volume and use the inverse of that average. If half the pore volume has r = 0.75 nm and half has 1.50 nm, the mean of 1/r is (1.333 + 0.667)/2 = 1.00 nm⁻¹, so the equivalent radius is 1.00 nm. Averaging (ε_p − ε_m)/(ε_p + 2ε_m) over the two halves in the film equation gives a loss of 56%, against 57% for equal pores of 1 nm. The volume-weighted mean radius, 1.125 nm, would give the small pores too little weight.

**Q.** Real pores are neither isolated coated spheres nor perfectly lined. How far can I trust the 57%?

**A.** Placing separate, equal pores on a regular lattice changes little here. I solved the static field for lined pores on a simple cubic lattice, using a finite-difference grid with 48 intervals along half the lattice period. For r = 1 nm the film permittivity rose from about 2.29 to 2.69. The coated-sphere formula gives a rise from 2.29 to 2.70. The small difference in the lined film comes mainly from the finite grid, not from the arrangement. Other arrangements, especially connected pores, can differ more.

For a disordered mixture of the same lined spheres, one can try the symmetric Bruggeman equation,

p(ε_p − ε)/(ε_p + 2ε) + (1 − p)(ε_m − ε)/(ε_m + 2ε) = 0.

It gives losses of 58% at 1 nm and 32% at 2 nm, relative to its own empty-pore benefit. This does not describe connected pores: p = 0.30 lies below the Bruggeman percolation point of 1/3, and ε_p still belongs to a closed sphere. Open channels, which water needs in order to enter, are better pictured as cylinders, with wall area 2/r per pore volume. The coated-cylinder analogue of the model gives, at r = 1 nm, a loss of 47.5% for a field along the axis and 36% across it, and 24% and 19% at 2 nm. The size trend survives, but the loss is smaller than for spheres of the same radius.

The lining itself is a larger source of uncertainty. The following values are all for r = 1 nm, with the other settings unchanged:

• Lowering the normal permittivity to 2 while keeping the tangential one at 6 changes the loss from 57% to 53%. I obtained this by minimising the field energy with radial finite elements. The thin-layer weight g falls by only 3%, from 3.61 to 3.50. The rest of the change arises because the lining is not very thin compared with the pore radius.

• If the layer grows outward and replaces skeleton, with the void fixed at 30%, the loss is 37.5%. The same radial method gives this value. Material of permittivity 3, not void, is then being replaced by material of permittivity 6.

• If the lining inside the pore is 0.30 nm thick, the loss is 136%. At r = 2 nm the same thickness costs 81%.

• The value ε_s = 6 supposes strongly hindered dipoles. Freely turning dipoles of 1.85 debye at the density of liquid water would add about 11.6 at 298 K even without local-field enhancement, giving ε_s ≈ 13.4. The loss is then 122%, and Δε/f falls by about 17% between r = 5 and 0.5 nm instead of 2%.

**Q.** And temperature, frequency and field?

**A.** Suppose that 1.8 of the lining's permittivity comes from electronic response and the rest from dipoles whose response varies as 1/T. On heating from 298 to 373 K at fixed coverage, ε_s falls to 1.8 + 4.2 × 298/373 = 5.16. The loss at r = 1 nm becomes 49%. Any water that leaves the film would reduce it further.

At frequencies too high for the dipoles to turn, taking ε_s = 1.8 leaves a loss of 11%, if the skeleton permittivity is kept at 3.0 for comparison. Most of the calculated loss therefore comes from the orientational response, which is why the polar character of the layer matters.

A mean field of 1 MV/cm gives a field of 1.18 MV/cm in an empty pore. In the lined pore of 1 nm radius the macroscopic field is lower, both in the void and in the lining. With 1.18 MV/cm as an upper value, the ratio of dipole energy to thermal energy is 0.18 for a free dipole of about 1.9 debye at 298 K. The Langevin response is then about 0.2% below linear. Local-field enhancement and correlations between molecules are left out of that estimate.

Conduction adds an imaginary part σ/(2πνε₀) to the lining's permittivity, where σ is conductivity, ν frequency and ε₀ the vacuum permittivity. With a rough pure-water value σ = 5.5 × 10⁻⁶ S/m and ν = 1 MHz, this is 0.10, small beside 6. It grows with ionic contamination and at lower frequency.

**Q.** What should I take from this for an actual low-k process?

**A.** Porous organosilicates can have pore radii near 1 nm and skeleton permittivities near 3, so those model values are in a realistic range. Intact methyl-terminated walls are hydrophobic. The example is closer to a film whose walls have lost methyl groups, for instance through plasma damage, and have taken up water. The least secure assumptions are the value ε_s = 6 itself and a uniform lining whose thickness and permittivity do not depend on pore size. Real coverage can be patchy, and water may fill small pores by condensation. The change from 57% to 136% when t goes from 0.10 to 0.30 nm shows how strongly coverage can move the answer.

At equal porosity, and if the wall chemistry gives the same lining in both films, the model favours larger pores for permittivity alone. It says nothing about strength, barrier integrity or breakdown, which may favour smaller ones. Keeping the walls non-polar attacks the same loss through g or t and leaves the pore size free.
